# Escape-Cone Fraction for Isotropic Emission at a Silicon–Air Interface: test program

```python
# Result under test: the fraction of isotropic emission inside the top escape
# cone of a flat interface between a medium of index n and air is
#     F = (1 - cos(theta_c)) / 2,   sin(theta_c) = 1/n,
# when every ray that can refract into air is counted as transmitted.
# theta: angle inside the medium from the surface normal
# theta_c: critical angle;  F: share of the power emitted into the full sphere
# Wavevectors are in units of the vacuum wavenumber.
import numpy as np
from scipy.integrate import quad, dblquad
from scipy.optimize import minimize_scalar

n = 3.5
theta_c = np.arcsin(1 / n)
cos_c = np.sqrt(1 - 1 / n**2)
solid_angle = 2 * np.pi * (1 - cos_c)
F = (1 - cos_c) / 2

# Critical angle from least optical path: source at depth 1, observer at
# height 1 and far to the side, so the ray in air is almost grazing.
far = 1000.0


def optical_path(x):
    return n * np.hypot(1.0, x) + np.hypot(1.0, far - x)


crossing = minimize_scalar(optical_path, bounds=(0.0, 5.0), method="bounded",
                           options={"xatol": 1e-9}).x
theta_fermat = np.arctan(crossing)
# tolerance: flat minimum of a path of length 1000 in double precision
assert abs(theta_fermat - theta_c) < 1e-5


def interface(theta, polarization):
    """Reflectance and transmittance from continuity of tangential fields."""
    kz_in = n * np.cos(theta)
    kz_air = np.sqrt(complex(1 - (n * np.sin(theta))**2))
    # s: tangential E and its normal derivative are continuous
    # p: tangential H and its normal derivative over n^2 are continuous
    a = kz_in if polarization == "s" else kz_in / n**2
    matrix = np.array([[-1, 1], [a, kz_air]], dtype=complex)
    r, t = np.linalg.solve(matrix, np.array([1, a], dtype=complex))
    return abs(r)**2, kz_air.real / a * abs(t)**2


for pol in ("s", "p"):
    R_below, T_below = interface(0.999 * theta_c, pol)
    R_above, _ = interface(1.001 * theta_c, pol)
    assert R_below < 0.99 and T_below > 0.01
    assert abs(R_above - 1) < 1e-12
    for angle in (0.0, 0.1, 0.2, 0.28):
        assert abs(sum(interface(angle, pol)) - 1) < 1e-12


def fraction_by_integral(index):
    """Solid angle dux*duy/uz over the disk of escaping directions, / 4 pi."""
    rim = 1 / index
    value, _ = dblquad(lambda y, x: 1 / np.sqrt(1 - x * x - y * y),
                       -rim, rim,
                       lambda x: -np.sqrt(max(rim**2 - x * x, 0.0)),
                       lambda x: np.sqrt(max(rim**2 - x * x, 0.0)),
                       epsabs=1e-11, epsrel=1e-10)
    return value / (4 * np.pi)


F_integral = fraction_by_integral(n)
assert abs(F_integral - F) < 1e-8

# Count of random isotropic directions (normalized Gaussian vectors)
samples = 2_000_000
rng = np.random.default_rng(7)
v = rng.standard_normal((samples, 3))
v /= np.linalg.norm(v, axis=1)[:, None]
can_refract = n * np.hypot(v[:, 0], v[:, 1]) < 1
F_count = np.mean(can_refract & (v[:, 2] > 0))
outside_count = np.mean(~can_refract)
sigma_F = np.sqrt(F * (1 - F) / samples)
sigma_out = np.sqrt(cos_c * (1 - cos_c) / samples)
assert abs(F_count - F) < 5 * sigma_F          # five standard errors
assert abs(outside_count - cos_c) < 5 * sigma_out

# Large-index expansion F = (1/(4 n^2)) (1 + 1/(4 n^2) + ...)
big = 20.0
correction = fraction_by_integral(big) * 4 * big**2 - 1
# the next term of the bracket is 1/(8 n^4), about 8e-7 here
assert abs(correction - 1 / (4 * big**2)) < 1.5e-6
F_estimate = 1 / (4 * n**2)

# Size of the neglected Fresnel reflection
T_normal = 4 * n / (n + 1)**2
for pol in ("s", "p"):
    assert abs(interface(0.0, pol)[1] - T_normal) < 1e-12


def transmitted_density(theta):
    T_mean = (interface(theta, "s")[1] + interface(theta, "p")[1]) / 2
    return T_mean * np.sin(theta) / 2


F_fresnel, _ = quad(transmitted_density, 0, theta_c, epsabs=1e-9, limit=200)
assert 0 < F_fresnel < F

print(f"refractive index n                          {n:.1f}")
print(f"sin(theta_c) = 1/n                          {1 / n:.6f}")
print(f"critical angle                              "
      f"{np.degrees(theta_c):.3f} deg")
print(f"critical angle from least optical path      "
      f"{np.degrees(theta_fermat):.3f} deg")
print(f"1/n^2                                       {1 / n**2:.6f}")
print(f"cos(theta_c)                                {cos_c:.6f}")
print(f"solid angle of the top cone                 {solid_angle:.5f} sr")
print(f"full sphere                                 {4 * np.pi:.5f} sr")
print(f"escape-cone fraction F                      {F:.6f}")
print(f"escape-cone fraction F in percent           {100 * F:.2f} %")
print(f"F from Cartesian integral                   {F_integral:.6f}")
print(f"F from random directions                    {F_count:.5f}")
print(f"standard error of that count                {sigma_F:.5f}")
print(f"number of random directions                 {samples}")
print(f"estimate 1/(4 n^2)                          {F_estimate:.6f}")
print(f"estimate is below F by                      "
      f"{100 * (1 - F_estimate / F):.2f} %")
print(f"share outside both cones                    {100 * cos_c:.2f} %")
print(f"same share from random directions           "
      f"{100 * outside_count:.2f} %")
print(f"mistaken plane-angle ratio 2 theta_c/360    "
      f"{100 * theta_c / np.pi:.2f} %")
print(f"share of the upper hemisphere only          {200 * F:.2f} %")
print(f"normal-incidence transmittance              {T_normal:.4f}")
print(f"mean transmittance over the cone            {F_fresnel / F:.4f}")
print(f"first-arrival fraction with Fresnel loss    "
      f"{100 * F_fresnel:.2f} %")
print("PASS")
```

Output:

```
refractive index n                          3.5
sin(theta_c) = 1/n                          0.285714
critical angle                              16.602 deg
critical angle from least optical path      16.602 deg
1/n^2                                       0.081633
cos(theta_c)                                0.958315
solid angle of the top cone                 0.26192 sr
full sphere                                 12.56637 sr
escape-cone fraction F                      0.020843
escape-cone fraction F in percent           2.08 %
F from Cartesian integral                   0.020843
F from random directions                    0.02095
standard error of that count                0.00010
number of random directions                 2000000
estimate 1/(4 n^2)                          0.020408
estimate is below F by                      2.08 %
share outside both cones                    95.83 %
same share from random directions           95.84 %
mistaken plane-angle ratio 2 theta_c/360    9.22 %
share of the upper hemisphere only          4.17 %
normal-incidence transmittance              0.6914
mean transmittance over the cone            0.6755
first-arrival fraction with Fresnel loss    1.41 %
PASS
```
